# Does uniform scaling give the bulk modulus of a hexagonal crystal?

## Question

To get a bulk modulus I multiply all lattice vectors and atomic positions of the relaxed crystal by a common factor, compute the energy for several factors, and take $V_0\,d^2E/dV^2$ at the minimum. The volume changes, the shape does not, and this seems to be what "uniform compression" means.

A colleague says that this is fine for a cubic metal but not for a hexagonal crystal, because pressure also changes $c/a$. I would have expected that to be a small correction. Is my number the bulk modulus or not? If not, what is it, is it too high or too low, and how much does it matter for graphite and for zinc?

## Answer

Your procedure applies a uniform strain. A bulk modulus is defined by a uniform pressure,

$$K=-V\,\frac{dP}{dV}.$$

In a hexagonal crystal the two loadings generally deform the cell differently, so they have to be worked out separately.

### Assumptions and variables

Take a static lattice at zero temperature, starting from a cell of volume $V_0$ in which all stresses vanish. The atoms inside the cell stay in equilibrium as the cell deforms; I return to this condition below. The algebra can be read in atomic units, with elastic constants in hartree per cubic bohr. The numbers are in eV and Å.

Both loadings keep the cell hexagonal, so two strains suffice:

$$x=\ln\frac{a}{a_0},\qquad z=\ln\frac{c}{c_0}.$$

Since $V\propto a^2c$, the logarithmic volume change is

$$\theta=\ln\frac{V}{V_0}=2x+z,$$

and the change of shape is

$$\eta=\ln\frac{c/a}{c_0/a_0}=z-x.$$

Uniform scaling means $\eta=0$.

The elastic energy per unit reference volume is $u=\tfrac12\sum_{ij}C_{ij}e_ie_j$. With $e_1=e_2=x$, $e_3=z$ and no shear,

$$u=\tfrac12\left(2C_{11}x^2+2C_{12}x^2+4C_{13}xz+C_{33}z^2\right).$$

Logarithmic and ordinary strains differ at second order. Because the start is stress-free, $u$ has no linear term, and this difference does not affect the quadratic energy. With

$$A=C_{11}+C_{12},\qquad B=C_{33},\qquad F=C_{13},$$

the energy density is

$$u=Ax^2+2Fxz+\tfrac12Bz^2 .$$

### Separating volume from shape

Solving $\theta=2x+z$ and $\eta=z-x$ for the strains gives

$$x=\frac{\theta-\eta}{3},\qquad z=\frac{\theta+2\eta}{3}.$$

The three products needed are

$$x^2=\frac{\theta^2-2\theta\eta+\eta^2}{9},\quad
xz=\frac{\theta^2+\theta\eta-2\eta^2}{9},\quad
z^2=\frac{\theta^2+4\theta\eta+4\eta^2}{9}.$$

Inserting them and collecting terms,

$$u=\frac{2A+B+4F}{18}\,\theta^2-\frac{2(A-B-F)}{9}\,\theta\eta+\frac{A+2B-4F}{9}\,\eta^2 .$$

I write this as

$$u=\tfrac12K_V\theta^2-L\,\theta\eta+\tfrac12N\eta^2,$$

with

$$K_V=\frac{2A+B+4F}{9},\quad L=\frac{2(A-B-F)}{9},\quad N=\frac{2M}{9},\quad M=A+2B-4F .$$

A pure change of shape, $\theta=0$, costs $M\eta^2/9$. This must be positive in a stable crystal, so $M>0$.

The term that matters is $-L\theta\eta$. If $L\neq0$, a change of volume exerts a force on $c/a$, and holding $c/a$ fixed requires a constraint.

### What uniform scaling measures

Along your path $\eta=0$, and $u=\tfrac12K_V\theta^2$. To connect this with the curvature in $V$, use $d/d\theta=V\,d/dV$:

$$\frac{d^2E}{d\theta^2}=V\frac{dE}{dV}+V^2\frac{d^2E}{dV^2}.$$

The first term vanishes at the minimum. Since $E=E_0+V_0u$, the left side is $V_0K_V$, and therefore

$$V_0\left.\frac{d^2E}{dV^2}\right|_{\eta=0}=K_V .$$

This is the Voigt value. The Voigt estimate for a polycrystal gives every grain the same strain. An equal contraction in all directions looks the same from every grain orientation, so each grain responds with the same mean pressure, and the estimate reduces to $K_V$.

The stresses show why this is not pressure loading. The work done in a small strain is $du=2\sigma_a\,dx+\sigma_c\,dz$, with tension positive and the factor 2 from the two in-plane directions. Hence

$$\sigma_a=\tfrac12\frac{\partial u}{\partial x}=Ax+Fz,\qquad
\sigma_c=\frac{\partial u}{\partial z}=2Fx+Bz .$$

For $x=z=\theta/3$,

$$\sigma_a=\frac{(A+F)\theta}{3},\qquad \sigma_c=\frac{(B+2F)\theta}{3}.$$

They are equal only if $A=B+F$. Their mean is

$$\frac{2\sigma_a+\sigma_c}{3}=\frac{2A+B+4F}{9}\,\theta=K_V\theta ,$$

so $K_V$ relates the volume change to the mean of two unequal stresses.

### What pressure measures

Under a pressure $P$ the crystal minimizes $E+PV$. The volume depends on $\theta$ alone, so the pressure does no work on $\eta$ at fixed volume. The shape therefore satisfies

$$\frac{\partial u}{\partial\eta}=-L\theta+N\eta=0
\quad\Rightarrow\quad
\eta_*=\frac{L}{N}\theta=\frac{A-B-F}{M}\,\theta .$$

Completing the square in the energy gives

$$u=\tfrac12K_R\theta^2+\tfrac12N(\eta-\eta_*)^2,\qquad
K_R=K_V-\frac{L^2}{N}.$$

Along the relaxed path the second term is zero. Then $P=-dE/dV=-K_R\theta$ to first order, and $-V\,dP/dV=K_R$ at $V_0$. Thus $K_R$ is the bulk modulus of the definition. Inserting $L$ and $N$,

$$K_V-K_R=\frac{4(A-B-F)^2}{81}\cdot\frac{9}{2M}=\frac{2(A-B-F)^2}{9M}\ \ge 0 .$$

Your number is therefore never too low within the stated assumptions, and it is right only if

$$C_{11}+C_{12}=C_{33}+C_{13}.$$

For a closed form of $K_R$, put both terms over $9M$. The first numerator is

$$(2A+B+4F)(A+2B-4F)=2A^2+5AB+2B^2-4AF+4BF-16F^2,$$

and the second is

$$2(A-B-F)^2=2A^2+2B^2+2F^2-4AB-4AF+4BF .$$

Their difference is $9AB-18F^2$, so

$$K_R=\frac{AB-2F^2}{A+2B-4F}.$$

This is the Reuss value. The Reuss estimate gives every grain the same stress, and a hydrostatic stress looks the same from every orientation. No polycrystal is needed, however: $K_R$ is the modulus of one single crystal surrounded by a fluid.

The strains follow from $\sigma_a=\sigma_c=-P$. Equating $Ax+Fz$ with $2Fx+Bz$ gives

$$\frac{z}{x}=\frac{A-2F}{B-F}.$$

### Two limits

In a cubic crystal $C_{33}=C_{11}$ and $C_{13}=C_{12}$. Then $A=B+F$, the coupling $L$ vanishes, and both expressions become $(C_{11}+2C_{12})/3$. Your colleague is right about the cubic metal, provided that it has no free internal coordinates.

The opposite limit is a stack of very stiff layers: $A\to\infty$ at fixed $B$ and $F$. Then

$$K_V\to\frac{2A}{9},\qquad K_R\to B=C_{33}.$$

Under pressure the layers keep their size and merely approach one another, so the soft direction sets the modulus. Uniform scaling forces the layers to shrink as well, and the stiff direction sets the result. The ratio $K_V/K_R$ grows as $2A/(9B)$ without limit, so the correction need not be small.

### A check that does not start from the formulas

I used a model hcp crystal with Morse pair energies, 1.0 eV deep within a layer and 0.1 eV deep between layers. Its elastic constants, from differences of stresses, are $A=4.03$, $B=0.403$ and $F=0.099$ eV/Å³. The moduli were also obtained directly:

- Uniformly scaled energies give 0.9847 eV/Å³, and so does the formula for $K_V$.
- Energies minimized over $c/a$ at each volume give 0.3613 eV/Å³, and so does the formula for $K_R$.
- Solving for the cell under a small positive and a small negative pressure gives 0.36125 eV/Å³, against 0.36129 from the formula for $K_R$. The difference, about $10^{-4}$ of $K_R$, comes from the finite pressure step and shrinks when the step is reduced. The fifth digit also depends on the 12 Å cutoff of the pair sum: a cutoff of 16 Å or more lowers both numbers by 0.00003 to 0.00004 eV/Å³.

In this model, scaling overestimates the bulk modulus by a factor of 2.7.

### Graphite

The elastic constants below are rough room-temperature sizes, not results of an electronic-structure calculation. I use them in the static formulas and ignore the distinction between isothermal and adiabatic constants. In eV/Å³,

$$C_{11}\approx6.9,\quad C_{12}\approx1.1,\quad C_{13}\approx0.09,\quad C_{33}\approx0.24 .$$

Thus $A=8.0$ and $M=8.0+0.48-0.36=8.12$. The two moduli are

$$K_V=\frac{16.0+0.24+0.36}{9}=1.84\ \text{eV/Å}^3\approx 300\ \text{GPa},$$

$$K_R=\frac{8.0\times0.24-2\times0.09^2}{8.12}=0.234\ \text{eV/Å}^3\approx 38\ \text{GPa}.$$

Scaling gives nearly eight times the bulk modulus. This is close to the stiff-layer limit: $K_R$ nearly equals $C_{33}$, and $2A/9=1.78$ eV/Å³ supplies most of $K_V$.

For a volume change of $-1\,\%$ ($\theta=-0.01$), uniform scaling produces $\sigma_a=-0.0270$ and $\sigma_c=-0.0014$ eV/Å³. The in-plane compression is about 19 times the axial one. No fluid can exert such a load. In the linear approximation, hydrostatic loading reaches the same volume at a pressure of only 0.0023 eV/Å³, with $x=-0.00019$ and $z=-0.0096$. A pressure derivative $dK/dP$ of order 10 would raise this pressure by about 5 %. About 96 % of the volume change comes from the $c$ axis.

The constant $C_{13}$ is the least certain input. Setting it to zero changes $K_R$ only from 0.234 to 0.226 eV/Å³. The strain ratio is more delicate, because its denominator is the small difference $B-F$: it falls from 52 to $8.0/0.24\approx33$. The large gap between the moduli is robust; the precise strain ratio is not.

### Zinc

Zinc is hcp and much less anisotropic. Rough room-temperature sizes in eV/Å³ are

$$C_{11}\approx1.0,\quad C_{12}\approx0.23,\quad C_{13}\approx0.33,\quad C_{33}\approx0.40 .$$

Now $A=1.23$ and $M=1.23+0.80-1.32=0.71$, so

$$K_V=\frac{2.46+0.40+1.32}{9}=0.464\ \text{eV/Å}^3\approx 74\ \text{GPa},$$

$$K_R=\frac{1.23\times0.40-2\times0.33^2}{0.71}=0.386\ \text{eV/Å}^3\approx 62\ \text{GPa}.$$

Here scaling is too high by about 20 % of $K_R$. If each of the four constants is varied independently by 5 %, $K_V$ stays between 0.441 and 0.488 and $K_R$ between 0.367 and 0.406 eV/Å³. The ranges do not overlap. The 5 % is a sensitivity check, not an error estimate for the inputs.

The modest difference in modulus hides a strong change of shape. At $\theta=-0.01$, hydrostatic loading gives $x=-0.0010$ and $z=-0.0080$, so the $c$ axis supplies about 80 % of the volume change. Uniform scaling would let it supply one third. The ratio $z/x\approx8$ again contains a small difference, $B-F=0.07$ eV/Å³, and is not a precise prediction: varying the four constants by 5 % as above moves it between about 5 and 18.

### Internal coordinates

Scaling all coordinates keeps the fractional positions fixed. In hcp zinc and AB-stacked graphite this does no harm. Each atom lies on a threefold axis along $c$, which forbids an in-plane force, and in a mirror plane perpendicular to $c$, which forbids an axial force. Both symmetries survive any change of $a$ and $c$. Sums of a short-range pair force at $c/a=1.4$ and $1.6$ give vanishing net forces in both structures. The symmetry argument holds for any $c/a$, including the much larger value of graphite.

Wurtzite is also hexagonal, but it lacks that mirror plane, and the spacing of its two sublattices along $c$ is free. The same force sums leave a net force there at a chosen spacing. If $w$ is the displacement of such a coordinate, the energy density $u$ at fixed $c/a$ acquires terms $-g\theta w+\tfrac12hw^2$ with $h>0$. Relaxing $w$ gives $w=g\theta/h$ and lowers the modulus by $g^2/h$. Plain scaling omits this relaxation, so for $g\ne0$ it lies above even the Voigt value built from relaxed-atom elastic constants.

### What to do instead

At each chosen volume, minimize the energy over $c/a$ and over any free internal coordinates. Then fit $E(V)$ to these minimized energies. Alternatively, relax the cell at several hydrostatic pressures and differentiate $V(P)$.

The completed square tells you how well $c/a$ must be relaxed. If the path has $\eta=\eta_*+\varepsilon\theta$, its apparent modulus is

$$K=K_R+N\varepsilon^2 .$$

The error is of second order in $\varepsilon$, but its prefactor matters. For graphite $N=2\times8.12/9=1.80$ eV/Å³, so $\varepsilon=0.1$ adds 0.018 eV/Å³, or 8 % of $K_R$. For zinc $N=0.158$ eV/Å³, and the same $\varepsilon$ adds only about 0.4 %.

A correct equilibrium volume does not validate the modulus. If you start from the fully relaxed cell, the scaled and relaxed curves touch at $V_0$, and near it they differ by

$$E_{\text{scaled}}-E_{\text{relaxed}}=\tfrac12V_0(K_V-K_R)\theta^2 .$$

They share the minimum and differ in curvature.

If the starting $c/a$ is wrong by $\eta_0$, the volume is affected too. Scaling then holds $\eta=\eta_0$, and $\partial u/\partial\theta=K_V\theta-L\eta_0=0$ puts the minimum at

$$\theta_{\min}=\frac{L}{K_V}\,\eta_0 .$$

For graphite $L=2\times7.67/9=1.70$ eV/Å³, so a 1 % error in $c/a$ shifts the volume by about 0.9 %. In this quadratic approximation the curvature in $\theta$ is still $K_V$, so the fit itself gives no warning. The stresses do: at that minimum their mean is zero, but $\sigma_a$ and $\sigma_c$ are not separately zero. Print both at every volume. On the path that defines the bulk modulus they are equal.

The numerical output below lists the elastic constants, the moduli and the strains and stresses at $\theta=-0.01$.

## Computed values

```
MODEL HCP CRYSTAL (moduli in eV/A^3)
Morse depth in layer, between layers: 1.0, 0.1 eV
Morse exponent 1.5 1/A, pair distance 3.0 A
a0 = 2.9273 A, c0 = 4.5256 A
volume per atom = 16.7919 A^3
C11+C12 = 4.0315, C33 = 0.4029, C13 = 0.0990
K from uniformly scaled energies  = 0.98468
K_V from elastic constants        = 0.98467
K from energies relaxed in c/a    = 0.36129
K from hydrostatic pressure       = 0.36125
K_R from elastic constants        = 0.36129
1 eV/A^3 = 160.218 GPa
GRAPHITE (rough inputs, eV/A^3)
C11 = 6.9, C12 = 1.1, C13 = 0.09, C33 = 0.24
A = 8.000, A-B-F = 7.670, M = 8.120
K_V = 1.844 eV/A^3 = 296 GPa
K_R = 0.234 eV/A^3 = 38 GPa
K_V/K_R = 7.87
K_V range, constants +-5%: 1.752 to 1.937
K_R range, constants +-5%: 0.223 to 0.246
volume strain theta = -0.01
scaled: stress along a = -0.02697 eV/A^3
scaled: stress along c = -0.00140 eV/A^3
hydrostatic: pressure = 0.00234 eV/A^3
hydrostatic: x = -0.000185, z = -0.009631
hydrostatic: eta = -0.009446, z/x = 52.1
share of volume change from c = 0.963
with C13 = 0: K_V = 1.804, K_R = 0.226 eV/A^3
ZINC (rough inputs, eV/A^3)
C11 = 1.0, C12 = 0.23, C13 = 0.33, C33 = 0.4
A = 1.230, A-B-F = 0.500, M = 0.710
K_V = 0.464 eV/A^3 = 74 GPa
K_R = 0.386 eV/A^3 = 62 GPa
K_V/K_R = 1.20
K_V range, constants +-5%: 0.441 to 0.488
K_R range, constants +-5%: 0.367 to 0.406
volume strain theta = -0.01
scaled: stress along a = -0.00520 eV/A^3
scaled: stress along c = -0.00353 eV/A^3
hydrostatic: pressure = 0.00386 eV/A^3
hydrostatic: x = -0.000986, z = -0.008028
hydrostatic: eta = -0.007042, z/x = 8.1
share of volume change from c = 0.803
```
